# Kinetic balance and the nonrelativistic limit of the radial matrix Dirac equation: test program

```python
"""Kinetic balance in the radial matrix Dirac equation (Hartree atomic units).

Result under test: for a large-component basis p_i and a small-component basis
q_k, the electronic levels of the Dirac matrix tend, as c grows, to those of
V + T_eff, where T_eff = (1/2) <D p| P_S |D p>, D = d/dr + kappa/r, and P_S
projects on the span of the q_k.  If the span contains all D p_i (as in
restricted kinetic balance) T_eff is the exact kinetic matrix T; otherwise
T - T_eff is positive semidefinite and kinetic energy is lost.

Symbols: Z nuclear charge, zeta Gaussian exponents, kappa Dirac angular number,
V potential matrix, W matrix of V between the functions D p_i.
Energies are relative to the rest energy.
"""
import numpy as np
from scipy.linalg import eigh, eigvalsh, qr, solve_triangular
from scipy.constants import fine_structure

Z = 20.0
zeta = 10.0 * 3.0 ** np.arange(8)
c_phys = 1.0 / fine_structure

# Trapezoidal quadrature in ln r; sw is the square root of the weights.
step = 0.02
r = np.exp(np.arange(-22.0, 1.5, step))[:, None]
sw = np.sqrt(r * step)
potential = -Z / r


def gaussians(power):
    return r ** power * np.exp(-zeta * r ** 2)


def orthonormal(functions):
    """Orthonormal basis (weighted by sw) of the span of the columns."""
    f = sw * functions
    return qr(f / np.linalg.norm(f, axis=0), mode="economic")[0]


def large_basis(kappa):
    """Orthonormal large basis with V, exact T, and the images D p."""
    ell = kappa if kappa > 0 else -kappa - 1
    n = ell + 1
    p = gaussians(n)
    dp = ((n + kappa) / r - 2 * zeta * r) * p
    # -p''/2 + l(l+1) p/(2 r^2), from the second derivative
    kp = (zeta * (2 * n + 1) - 2 * zeta ** 2 * r ** 2) * p
    norm = np.linalg.norm(sw * p, axis=0)
    q, upper = qr(sw * p / norm, mode="economic")

    def transform(f):
        return solve_triangular(upper, (sw * f / norm).T, trans="T").T

    t_exact = q.T @ transform(kp)
    assert np.allclose(t_exact, t_exact.T, atol=1e-9 * abs(t_exact).max())
    return {"V": q.T @ (potential * q), "T": 0.5 * (t_exact + t_exact.T),
            "DP": transform(dp), "raw_dp": dp}


def dirac_levels(large, small, c):
    """All eigenvalues of the Dirac matrix built from its definition."""
    pi = small.T @ large["DP"]
    v_small = small.T @ (potential * small)
    h = np.block([[large["V"], c * pi.T],
                  [c * pi, v_small - 2 * c ** 2 * np.eye(small.shape[1])]])
    return eigvalsh(h)


def electron_level(large, small, c):
    return dirac_levels(large, small, c)[small.shape[1]]


def effective_kinetic(large, small):
    pi = small.T @ large["DP"]
    return 0.5 * pi.T @ pi


def balanced_pencil(large, c):
    """Matrix pencil of restricted kinetic balance, q = D p/(2c)."""
    v, t = large["V"], large["T"]
    w = large["DP"].T @ (potential * large["DP"])
    zero = np.zeros_like(t)
    return (np.block([[v, t], [t, w / (4 * c ** 2) - t]]),
            np.block([[np.eye(len(t)), zero], [zero, t / (2 * c ** 2)]]))


def coulomb_dirac(n, kappa):
    x = Z / c_phys
    gamma = np.sqrt(kappa ** 2 - x ** 2)
    return c_phys ** 2 * (1 / np.sqrt(1 + (x / (n - abs(kappa) + gamma)) ** 2) - 1)


s_half = large_basis(-1)
p_half = large_basis(+1)
s_bal = orthonormal(s_half["raw_dp"])
p_bal = orthonormal(p_half["raw_dp"])
s_cut = orthonormal(gaussians(2)[:, :-1])     # tightest small function missing
p_same = orthonormal(gaussians(1))            # s-type only, equal exponents
p_union = orthonormal(np.hstack([gaussians(1), gaussians(3)]))

# Balanced sets give the exact kinetic matrix, restricted or not.
for large, small in [(s_half, s_bal), (s_half, orthonormal(gaussians(2))),
                     (p_half, p_bal), (p_half, p_union)]:
    error = abs(effective_kinetic(large, small) - large["T"]).max()
    assert error < 1e-7 * abs(large["T"]).max()

print(f"nuclear charge Z = {Z:.0f}; number of Gaussians = {len(zeta)}")
print(f"exponents from {zeta[0]:.0f} to {zeta[-1]:.0f} bohr^-2, ratio {zeta[1]/zeta[0]:.0f}")
print(f"physical c = {c_phys:.6f} a.u.")

cases = [("1s1/2 balanced", s_half, s_bal), ("1s1/2 tightest cut", s_half, s_cut),
         ("2p1/2 balanced", p_half, p_bal), ("2p1/2 s-type only", p_half, p_same)]
limits = {}
for name, large, small in cases:
    t_eff = effective_kinetic(large, small)
    levels, vectors = eigh(large["V"] + t_eff)
    e0, a = levels[0], vectors[:, 0]
    reference, ref_vectors = eigh(large["V"] + large["T"])
    a_ref = ref_vectors[:, 0]
    limits[name] = e0

    # The full Dirac matrix approaches the predicted limit.
    assert abs(electron_level(large, small, 32 * c_phys) - e0) < 1e-3 * abs(e0)
    # Its first correction agrees with the predicted c^-2 coefficient.
    pia = small.T @ large["DP"] @ a
    v_small = small.T @ (potential * small)
    coefficient = 0.25 * (pia @ v_small @ pia - e0 * pia @ pia)
    c8 = 8 * c_phys
    measured = c8 ** 2 * (electron_level(large, small, c8) - e0)
    assert abs(measured / coefficient - 1) < 1e-2   # next order in c^-2 remains

    # Kinetic energy is never overestimated, nor is any limiting level.
    scale = abs(large["T"]).max()
    loss = eigvalsh(large["T"] - t_eff)
    assert loss[0] > -1e-8 * scale
    assert np.all(levels <= reference + 1e-8 * scale)

    print(f"--- {name}")
    print(f"limit energy = {e0:.6f} hartree")
    print(f"limit minus exact-T matrix energy = {e0 - reference[0]:.6f} hartree")
    print(f"own state: exact T = {a @ large['T'] @ a:.6f} hartree")
    print(f"own state: effective T = {a @ t_eff @ a:.6f} hartree")
    print(f"exact-T state: exact T = {a_ref @ large['T'] @ a_ref:.6f} hartree")
    print(f"exact-T state: effective T = {a_ref @ t_eff @ a_ref:.6f} hartree")
    print(f"Dirac energy at physical c = {electron_level(large, small, c_phys):.6f} hartree")
    print(f"c^-2 coefficient, formula = {coefficient:.2f} a.u.")
    print(f"c^-2 coefficient, from Dirac at 8c = {measured:.2f} a.u.")

assert limits["1s1/2 tightest cut"] < limits["1s1/2 balanced"] - 1e-6
assert limits["2p1/2 s-type only"] < limits["2p1/2 balanced"] - 1e-6

# One small function too few: a vector without effective kinetic energy.
t_values, t_vectors = eigh(effective_kinetic(s_half, s_cut))
null = t_vectors[:, 0]
null_potential = null @ s_half["V"] @ null
assert abs(t_values[0]) < 1e-8 * t_values[-1]
assert limits["1s1/2 tightest cut"] <= null_potential + 1e-6
print("--- vector with no effective kinetic energy (1s1/2 tightest cut)")
print(f"its potential energy = {null_potential:.4f} hartree")
print(f"its exact kinetic energy = {null @ s_half['T'] @ null:.4f} hartree")

# The balanced pencil has the levels of the Dirac matrix; B tends to A as c^-2.
for large, small in [(s_half, s_bal), (p_half, p_bal)]:
    pencil_level = eigh(*balanced_pencil(large, c_phys), eigvals_only=True)[len(zeta)]
    assert abs(pencil_level - electron_level(large, small, c_phys)) < 1e-5
    gaps = []
    for factor in (4, 8):
        vec = eigh(*balanced_pencil(large, factor * c_phys))[1][:, len(zeta)]
        top, bottom = np.split(vec, 2)
        gaps.append(np.linalg.norm(bottom - top) / np.linalg.norm(top))
    assert abs(gaps[0] / gaps[1] - 4) < 0.2

# Removing a small function lowers the level at finite c, within interlacing.
print("--- 1s1/2 balanced: Dirac energy minus limit, hartree")
for factor in (1, 2, 4, 8):
    c = factor * c_phys
    full = dirac_levels(s_half, s_bal, c)
    cut = electron_level(s_half, s_cut, c)
    assert full[len(zeta) - 1] - 1e-6 <= cut <= full[len(zeta)] + 1e-6
    print(f"c = {factor} x physical: {full[len(zeta)] - limits['1s1/2 balanced']:.6f}")

print("--- analytic Coulomb energies, hartree")
for label, n, kappa, large, small in [("1s1/2", 1, -1, s_half, s_bal),
                                      ("2p1/2", 2, 1, p_half, p_bal)]:
    exact = coulomb_dirac(n, kappa)
    assert abs(electron_level(large, small, c_phys) / exact - 1) < 5e-3
    print(f"{label}: nonrelativistic {-Z**2/(2*n**2):.6f}, Dirac {exact:.6f}")

print("all tests passed")
```

Printed output:

```
nuclear charge Z = 20; number of Gaussians = 8
exponents from 10 to 21870 bohr^-2, ratio 3
physical c = 137.035999 a.u.
--- 1s1/2 balanced
limit energy = -199.970955 hartree
limit minus exact-T matrix energy = -0.000000 hartree
own state: exact T = 199.932017 hartree
own state: effective T = 199.932017 hartree
exact-T state: exact T = 199.932017 hartree
exact-T state: effective T = 199.932017 hartree
Dirac energy at physical c = -201.033714 hartree
c^-2 coefficient, formula = -19759.33 a.u.
c^-2 coefficient, from Dirac at 8c = -19762.39 a.u.
--- 1s1/2 tightest cut
limit energy = -2553.692924 hartree
limit minus exact-T matrix energy = -2353.721969 hartree
own state: exact T = 51158.518242 hartree
own state: effective T = 310.648836 hartree
exact-T state: exact T = 199.932017 hartree
exact-T state: effective T = 199.842955 hartree
Dirac energy at physical c = -2541.770769 hartree
c^-2 coefficient, formula = 220371.41 a.u.
c^-2 coefficient, from Dirac at 8c = 220424.38 a.u.
--- 2p1/2 balanced
limit energy = -49.964461 hartree
limit minus exact-T matrix energy = -0.000000 hartree
own state: exact T = 50.418471 hartree
own state: effective T = 50.418471 hartree
exact-T state: exact T = 50.418471 hartree
exact-T state: effective T = 50.418471 hartree
Dirac energy at physical c = -50.303265 hartree
c^-2 coefficient, formula = -6292.96 a.u.
c^-2 coefficient, from Dirac at 8c = -6294.03 a.u.
--- 2p1/2 s-type only
limit energy = -50.286730 hartree
limit minus exact-T matrix energy = -0.322269 hartree
own state: exact T = 47.152085 hartree
own state: effective T = 46.129642 hartree
exact-T state: exact T = 50.418471 hartree
exact-T state: effective T = 50.229960 hartree
Dirac energy at physical c = -50.601210 hartree
c^-2 coefficient, formula = -5824.84 a.u.
c^-2 coefficient, from Dirac at 8c = -5826.08 a.u.
--- vector with no effective kinetic energy (1s1/2 tightest cut)
its potential energy = -1731.5659 hartree
its exact kinetic energy = 32805.0000 hartree
--- 1s1/2 balanced: Dirac energy minus limit, hartree
c = 1 x physical: -1.062759
c = 2 x physical: -0.263706
c = 4 x physical: -0.065804
c = 8 x physical: -0.016443
--- analytic Coulomb energies, hartree
1s1/2: nonrelativistic -200.000000, Dirac -201.076523
2p1/2: nonrelativistic -50.000000, Dirac -50.336594
all tests passed
```
